\section*{Effective Conduction-Band Density of States for an Effective Mass of 0.34}

\section{Problem}

The conduction band of many transparent oxide semiconductors is built largely from metal $s$ orbitals. Near its lower edge $E_c$ such a band can often be described by a single effective mass $m$:
\begin{equation}
E(\mathbf k)=E_c+\frac{\hbar^2k^2}{2m}.
\label{parabola}
\end{equation}
Take $m=0.34\,m_e$, where $m_e$ is the free-electron mass, and $T=300$ K. The band has one minimum, and each orbital state holds two electrons of opposite spin. When the Fermi level $E_F$ lies several $k_BT$ below $E_c$, the density $n$ of electrons in the band has the form
\begin{equation}
n=N_c\,e^{-(E_c-E_F)/(k_BT)} .
\label{definition}
\end{equation}
This defines the effective density of states $N_c$.

\begin{enumerate}
\item Estimate $N_c$ by a scaling argument.
\item Derive $N_c$ for the band (\ref{parabola}) and evaluate it.
\item Find $n$ when $E_F$ lies $0.10$ eV below the edge, and when it lies at the edge. How good is (\ref{definition}) in each case?
\item An $s$ band has a finite width and is not a parabola throughout. For a simple cubic lattice of $s$ orbitals with spacing $a=0.35$ nm and the same mass at the edge, how much does this change $N_c$?
\end{enumerate}

In an amorphous film $\mathbf k$ is not a strict quantum number. Equation (\ref{parabola}) is then a model for the extended states near the edge, with $m$ as its given parameter. Localized tail states below the edge are not included.

Energies are in eV and lengths in nm. Two combinations of constants suffice:
\begin{equation}
k_BT=0.025852\ \text{eV},\qquad
A\equiv\frac{\hbar^2}{2m}=\frac{0.038100}{0.34}\ \text{eV nm}^2=0.11206\ \text{eV nm}^2 .
\end{equation}

\section{First estimate by scaling}

Thermal electrons have energies of order $k_BT$ above the edge. Setting $Ak_T^2=k_BT$ defines a thermal wavenumber $k_T=(k_BT/A)^{1/2}$. It is the only inverse length that can be formed from $A$ and $k_BT$, so a density built from them must be a pure number times $k_T^3$:
\begin{equation}
N_c\propto k_T^3=\left(\frac{k_BT}{A}\right)^{3/2}\propto (mT)^{3/2}.
\label{scaling}
\end{equation}

To estimate the pure number, count the states with energy below $k_BT$. In a cube of side $L$ with periodic boundary conditions, $e^{ik_xL}=1$ and likewise for $y$ and $z$. The allowed wavevectors form a cubic grid of spacing $2\pi/L$, so each occupies a volume $(2\pi/L)^3$ in $\mathbf k$ space. For large $L$, the number of states per unit volume inside a sphere of radius $k$, with a factor 2 for spin, is
\begin{equation}
\frac{1}{L^3}\cdot 2\cdot\frac{4\pi k^3/3}{(2\pi/L)^3}=\frac{k^3}{3\pi^2}.
\label{sphere}
\end{equation}
At $k=k_T$ the numbers are
\begin{align}
k_T^2&=\frac{0.025852}{0.11206}\ \text{nm}^{-2}=0.2307\ \text{nm}^{-2},
\qquad k_T=0.480\ \text{nm}^{-1},\\
N_{\rm est}&=\frac{k_T^3}{3\pi^2}=\frac{0.1108}{29.61}\ \text{nm}^{-3}
=3.74\times10^{-3}\ \text{nm}^{-3}.
\end{align}
Since $1\ \text{nm}=10^{-7}$ cm, $1\ \text{nm}^{-3}=10^{21}\ \text{cm}^{-3}$, and the estimate is $N_{\rm est}=3.74\times10^{18}\ \text{cm}^{-3}$.

The estimate gives full weight to every state below $k_BT$ and none to the states above. The power law (\ref{scaling}) does not depend on this choice, but the numerical factor does.

\section{Exact solution for the parabolic band}

\subsection{Density of states}

From here on, $E$ is measured from $E_c$. Then $k=(E/A)^{1/2}$, and (\ref{sphere}) gives the number of states per volume below $E$:
\begin{equation}
N(E)=\frac{1}{3\pi^2}\left(\frac{E}{A}\right)^{3/2}.
\label{cumulative}
\end{equation}
Its derivative is the density of states per volume and energy:
\begin{equation}
g(E)=\frac{dN}{dE}=\frac{1}{3\pi^2}\cdot\frac32\cdot\frac{E^{1/2}}{A^{3/2}}
=\frac{\sqrt E}{2\pi^2A^{3/2}} .
\label{dos}
\end{equation}
A direct count of grid points for a box of side 200 nm lies about $0.075\,\%$ below the integral of $g$, both up to $0.1$ eV and up to $0.2$ eV. The equality of the two values is accidental: for boxes a few nm larger or smaller the deviation changes size and sign, staying of order $0.1\,\%$.

\subsection{Occupation and the integral}

With the abbreviation $\eta=(E_F-E_c)/(k_BT)$, the Fermi function is $f=1/(e^{E/(k_BT)-\eta}+1)$. If $E_F$ is several $k_BT$ below the edge, $\eta$ is negative and $e^{-\eta}\gg1$. The exponential in the denominator then dominates for every $E\ge0$, and $f\approx e^{\eta}e^{-E/(k_BT)}$. Therefore
\begin{equation}
n=\int_0^\infty g(E)f(E)\,dE\approx e^{\eta}\int_0^\infty g(E)\,e^{-E/(k_BT)}dE .
\end{equation}
Comparison with (\ref{definition}) identifies the last integral as $N_c$. The upper limit may be taken as infinite if the band is much wider than $k_BT$, a condition examined in the last section.

Substitute $E=k_BT\,u$. The factor $\sqrt E$ supplies $(k_BT)^{1/2}$ and $dE$ supplies $k_BT$:
\begin{equation}
N_c=\frac{1}{2\pi^2}\left(\frac{k_BT}{A}\right)^{3/2}\int_0^\infty\sqrt u\,e^{-u}\,du .
\label{ncintegral}
\end{equation}
With $u=s^2$, $du=2s\,ds$, and an integration by parts,
\begin{equation}
\int_0^\infty\sqrt u\,e^{-u}du=\int_0^\infty s\cdot2s\,e^{-s^2}ds
=\Big[-s\,e^{-s^2}\Big]_0^\infty+\int_0^\infty e^{-s^2}ds=\frac{\sqrt\pi}{2}.
\label{gamma}
\end{equation}
The boundary term vanishes at both ends. Hence
\begin{equation}
N_c=\frac{1}{4\pi^{3/2}}\left(\frac{k_BT}{A}\right)^{3/2}
=2\left(\frac{k_BT}{4\pi A}\right)^{3/2},
\label{ncA}
\end{equation}
where the second form uses $(4\pi)^{3/2}=8\pi^{3/2}$. Now insert $A=\hbar^2/(2m)$ and $\hbar=h/(2\pi)$:
\begin{equation}
\frac{k_BT}{4\pi A}=\frac{mk_BT}{2\pi\hbar^2}=\frac{2\pi mk_BT}{h^2},
\qquad
N_c=2\left(\frac{2\pi mk_BT}{h^2}\right)^{3/2}=\frac{2}{\lambda^3}.
\label{nc}
\end{equation}
Here $\lambda=h/\sqrt{2\pi mk_BT}$ is the thermal wavelength. There are two effective states, one for each spin, in every volume $\lambda^3$.

\subsection{Numbers}

From (\ref{nc}), $\lambda^2=4\pi A/(k_BT)$, so that
\begin{align}
\lambda^2&=\frac{12.566\times0.11206}{0.025852}\ \text{nm}^2=54.47\ \text{nm}^2,
\qquad \lambda=7.380\ \text{nm},\\
N_c&=\frac{2}{402.0}\ \text{nm}^{-3}=4.975\times10^{-3}\ \text{nm}^{-3}
=4.975\times10^{18}\ \text{cm}^{-3}.
\end{align}
To the accuracy of the given mass, $N_c\approx5.0\times10^{18}\ \text{cm}^{-3}$. Because $N_c\propto m^{3/2}$, a small relative change of mass changes $N_c$ by $3/2$ times as much. Rounding the mass to $0.34$ leaves it uncertain by up to $0.005/0.34=1.5\,\%$, and $N_c$ by about $2.2\,\%$.

A sum of Boltzmann factors over the discrete states of a 40 nm box, which makes no use of $g(E)$, gives the same $4.975\times10^{18}\ \text{cm}^{-3}$.

\section{Comparison of the estimate with the solution}

The estimate is $N_{\rm est}=N(k_BT)$. Dividing it by (\ref{ncA}) gives
\begin{equation}
\frac{N_{\rm est}}{N_c}=\frac{1/(3\pi^2)}{1/(4\pi^{3/2})}=\frac{4}{3\sqrt\pi}=0.752 ,
\end{equation}
in agreement with $3.74/4.975$. The estimate is low by $25\,\%$ of the exact value, whatever the mass and temperature.

The sign of the error can be understood by integrating $N_c$ by parts, with $g=dN/dE$:
\begin{equation}
N_c=\Big[N(E)e^{-E/(k_BT)}\Big]_0^\infty+\int_0^\infty N(E)\,\frac{e^{-E/(k_BT)}}{k_BT}\,dE
=N(k_BT)\int_0^\infty u^{3/2}e^{-u}\,du .
\label{average}
\end{equation}
The boundary term is zero because $N(0)=0$ and the exponential wins at large $E$. The last step uses $N(k_BTu)=N(k_BT)\,u^{3/2}$. Thus $N_c$ is $N(k_BT)$ times the average of $u^{3/2}$ over the normalized weight $e^{-u}$, for which the average of $u$ is 1. The curve $u^{3/2}$ bends upward and lies above its tangent at $u=1$, so $u^{3/2}\ge1+\tfrac32(u-1)$. The average of the right-hand side is 1. The average of $u^{3/2}$ is therefore larger than 1, and the estimate must be too low: the states above $k_BT$ that it omits outweigh the excess weight it gives to those below.

Since the pure number cancels in ratios, scaling from a known case carries no such error. For $m=m_e$ at the same temperature, $N_c=2.509\times10^{19}\ \text{cm}^{-3}$, and
\begin{equation}
2.509\times10^{19}\times0.34^{3/2}\ \text{cm}^{-3}
=2.509\times10^{19}\times0.19825\ \text{cm}^{-3}=4.974\times10^{18}\ \text{cm}^{-3},
\end{equation}
which agrees with the direct value within the rounding of the factors. At fixed mass, $N_c$ likewise grows as $T^{3/2}$.

\section{Electron density and the limit of Boltzmann statistics}

\subsection{Fermi level below the edge}

For $E_F$ at $0.10$ eV below $E_c$, $\eta=-0.10/0.025852=-3.868$ and $e^\eta=0.02090$. Equation (\ref{definition}) gives
\begin{equation}
n=4.975\times10^{18}\times0.02090\ \text{cm}^{-3}=1.040\times10^{17}\ \text{cm}^{-3}.
\end{equation}
To find the error, write the Fermi function as $f=x/(1+x)$ with $x=e^{\eta-u}$. For $\eta<0$, $x<1$ throughout the band, and $f=x-x^2+\dots$. The second term requires
\begin{equation}
\int_0^\infty\sqrt u\,e^{-2u}\,du=\frac{1}{2^{3/2}}\int_0^\infty\sqrt v\,e^{-v}\,dv,
\qquad v=2u .
\end{equation}
Relative to the first term it carries the factor $-e^{\eta}/2^{3/2}$, so to first order in $e^\eta$
\begin{equation}
\frac{n}{N_ce^{\eta}}\approx1-\frac{e^{\eta}}{2^{3/2}}
=1-\frac{0.02090}{2.828}=0.9926 .
\end{equation}
The full Fermi integral gives a ratio of $0.9927$ and $n=1.032\times10^{17}\ \text{cm}^{-3}$. The Boltzmann form is high by $0.7\,\%$, less than the uncertainty from rounding the mass. The correction is negative because Boltzmann statistics ignores the exclusion principle and overfills the states.

\subsection{Fermi level at the edge}

At $\eta=0$, (\ref{definition}) would give $n=N_c$. The full integral gives $n=0.765\,N_c=3.81\times10^{18}\ \text{cm}^{-3}$, so the Boltzmann form is too high by $1/0.765-1=31\,\%$ of the true value. Hence $N_c$ is not the electron density at $E_F=E_c$. Nor is it the total number of states in the band, which does not depend on temperature. It is the number of states per volume that, placed together at $E_c$, would hold as many electrons as the real band in the Boltzmann regime.

In the opposite limit, $E_F-E_c\gg k_BT$, the Fermi function approaches a step and $n$ approaches $N(E_F-E_c)$ from (\ref{cumulative}). The temperature then drops out, and $N_c$ no longer sets the density. This limit needs the band to stay parabolic up to $E_F$, not only within a few $k_BT$ of the edge. The $s$ band of the next section, filled to $0.5$ eV above its edge, already holds about $4\,\%$ more electrons than (\ref{cumulative}) gives, and a more strongly non-parabolic band deviates further.

\section{Finite width of an $s$ band}

Place one $s$ orbital on each site of a simple cubic lattice, treat the orbitals as orthogonal, and let $-t$, with $t>0$, be the hopping energy between nearest neighbours. The lattice is an illustration, not the structure of an amorphous oxide. With site energy $\varepsilon_0$, the amplitudes $c_{\mathbf R}$ obey
\begin{equation}
\mathcal E\,c_{\mathbf R}=\varepsilon_0c_{\mathbf R}-t\sum_{\boldsymbol\delta}c_{\mathbf R+\boldsymbol\delta},
\end{equation}
where $\boldsymbol\delta$ runs over the six neighbours. Inserting $c_{\mathbf R}=e^{i\mathbf k\cdot\mathbf R}$ and pairing opposite neighbours gives $\mathcal E=\varepsilon_0-2t\sum_i\cos k_ia$, with $i=x,y,z$. The minimum, at $\mathbf k=0$, is $\varepsilon_0-6t$. Measured from there,
\begin{equation}
E=2t\sum_i(1-\cos k_ia)\approx ta^2k^2-\frac{ta^4}{12}\sum_ik_i^4 .
\label{sband}
\end{equation}
The quadratic term depends on $k$ but not on direction, because the hopping is equal along the three axes. Matching it to $Ak^2$ gives $m=\hbar^2/(2ta^2)$ and
\begin{equation}
t=\frac{A}{a^2}=\frac{0.11206}{0.1225}\ \text{eV}=0.915\ \text{eV}.
\end{equation}
The band runs from $0$ to $12t=10.98$ eV. The mean energy of the Boltzmann electrons follows from the average of $u$ with weight $\sqrt u\,e^{-u}$. Integration by parts gives $\int u^{3/2}e^{-u}du=\tfrac32\int\sqrt u\,e^{-u}du$, so the mean is $\tfrac32k_BT=0.0388$ eV. The electrons sit at the very bottom of the band.

The quartic term in (\ref{sband}) gives the leading correction. Let $\theta=k_ia$ and $X=2t/(k_BT)=70.8$. The Boltzmann factor is a product of three equal factors, one for each axis:
\begin{equation}
e^{-X(1-\cos\theta)}\approx e^{-X\theta^2/2}\left(1+\frac{X\theta^4}{24}\right).
\end{equation}
For the Gaussian weight $e^{-X\theta^2/2}$, integration by parts gives $\langle\theta^2\rangle=1/X$ and $\langle\theta^4\rangle=3\langle\theta^2\rangle/X=3/X^2$. Each axis contributes a factor $1+1/(8X)$ relative to the parabola. To first order in $1/X$, the three together give
\begin{equation}
\frac{N_c^{\rm band}}{N_c}\approx1+\frac{3}{8X}=1+\frac{3k_BT}{16t}
=1+\frac{3\times0.025852}{16\times0.9148}=1.0053 .
\end{equation}
The correction is positive because the cosine band lies below the parabola, which lowers the energies and raises the Boltzmann factors. A sum over the whole Brillouin zone gives $5.002\times10^{18}\ \text{cm}^{-3}$, a rise of $0.535\,\%$ against the predicted $0.530\,\%$. Both the parabola and the full band round to $5.0\times10^{18}\ \text{cm}^{-3}$. This small shift belongs to the one-orbital model. In a real oxide the metal $s$ orbitals mix with others, notably those of oxygen, which can make the band depart from a parabola more strongly and change $N_c$ by more. As an illustration, take the two-band form $E(1+E/E_g)=Ak^2$, which has the same mass at the edge. To first order it multiplies $N(E)$ by $1+3E/(2E_g)$. Inserting this in the first integral of (\ref{average}) and using $\int u^{5/2}e^{-u}du=\tfrac52\int u^{3/2}e^{-u}du$ gives a factor $1+15k_BT/(4E_g)$ on $N_c$. For $E_g=3$ eV this is a rise of about $3\,\%$, to $5.1\times10^{18}\ \text{cm}^{-3}$, more than the uncertainty from rounding the mass.

As long as $k_BT\ll t$, the correction grows in proportion to $k_BT/t$. When the hopping energy is not large compared with $k_BT$, neither the parabolic result nor this first-order correction can be relied on. Tail states are a separate matter. In equilibrium, and with $E_F$ several $k_BT$ below $E_c$, (\ref{definition}) still gives the density of electrons in the extended states of the model, but electrons trapped in the tail must be added to obtain the total density.

\section*{Table of computed values}
\begin{verbatim}
effective mass: 0.34 electron masses
temperature: 300 K
thermal energy kT: 0.025852 eV
hbar^2/(2 m_e), free electron: 0.038100 eV nm^2
hbar^2/(2 m), effective mass: 0.11206 eV nm^2
thermal wavelength squared: 54.470 nm^2
thermal wavelength: 7.3804 nm
thermal wavelength cubed: 402.01 nm^3
Nc, closed formula: 4.9750e-03 nm^-3
Nc, closed formula: 4.975e+18 cm^-3
Nc, sum over box states: 4.975e+18 cm^-3
Nc, integral over g(E): 4.975e+18 cm^-3
Nc for the free-electron mass: 2.509e+19 cm^-3
mass factor 0.34^(3/2): 0.19825
side of the counting box: 200 nm
count error of g(E) up to 0.1 eV: 0.075 %
count error of g(E) up to 0.2 eV: 0.075 %
side of the box for the Boltzmann sum: 40 nm
mean thermal energy above the edge: 0.03878 eV
Fermi level below the edge: 0.10 eV
eta = (E_F - E_c)/kT: -3.8682
Boltzmann factor exp(eta): 0.02090
n, Boltzmann: 1.0396e+17 cm^-3
n, Fermi: 1.0320e+17 cm^-3
ratio Fermi/Boltzmann: 0.99269
ratio from first correction: 0.99261
n with E_F at the edge, Fermi: 3.807e+18 cm^-3
that density divided by Nc: 0.7651
s-band lattice spacing a: 0.35 nm
s-band hopping t: 0.9148 eV
s-band width 12 t: 10.98 eV
s-band mass along 100: 0.3400 electron masses
s-band mass along 110: 0.3400 electron masses
s-band mass along 111: 0.3400 electron masses
Nc, full s band: 5.002e+18 cm^-3
shift of Nc by the full band: 0.535 %
shift predicted by 3kT/(16t): 0.530 %
\end{verbatim}
